\section*{Wavevector at which trigonal warping reaches ten percent near K}

\section*{Question}

Carriers in a monolayer semiconductor occupy a band edge at the corner $K$ of the hexagonal Brillouin zone. Close to $K$ their constant-energy lines are circles; farther out the lines become triangular. How far from $K$ can one go before the cubic term responsible for this trigonal warping amounts to ten percent of the isotropic kinetic energy, and how does that distance scale with the mass and with the warping coefficient?

\section*{Answer}

Let $\mathbf q$ be the wavevector measured from $K$, with length $q$ and with angle $\phi$ from the direction $\Gamma$--$K$. Let $\varepsilon$ be the carrier energy measured from the band edge, upwards for electrons and downwards for holes, so that the effective mass $m$ is positive in both cases. In atomic units ($\hbar=m_e=e=1$), up to third order in $q$,
\begin{equation}
\varepsilon(q,\phi)=\frac{q^2}{2m}+C\,q^3\cos 3\phi .
\label{eq:model}
\end{equation}
The amplitude of the second term is ten percent of the first at
\begin{equation}
q^*=\frac{1}{20\,m|C|}.
\label{eq:main}
\end{equation}
For holes with $m=0.4$ and $|C|=8$ eV\,\AA$^3$, rough values for a WSe$_2$-like monolayer, this is about $0.12$ \AA$^{-1}$, or $1.2$ nm$^{-1}$. The derivation, the accuracy and the meaning for a device follow.

\subsection*{Why the anisotropy starts at third order}

Assume that the band edge at $K$ is non-degenerate, so that the energy has a Taylor series in $q_x$ and $q_y$. A polynomial of degree $p$ in these components contains the angular harmonics $e^{il\phi}$ with $l=p,\,p-2,\dots,-p$. Threefold rotation about the layer normal maps $K$ onto an equivalent point and changes $\phi$ by $2\pi/3$. The energy is unchanged, so $e^{2\pi i l/3}=1$ and $l$ must be a multiple of three. Order by order:
\begin{itemize}
\item degree one has $l=\pm1$, and no term survives;
\item degree two has $l=0,\pm2$, and the isotropic term survives, which defines $m$;
\item degree three has $l=\pm1,\pm3$, and $\cos3\phi$ and $\sin3\phi$ survive.
\end{itemize}

The sine is removed by a second symmetry. Take $x$ along $\Gamma$--$K$. The layer has a vertical mirror plane that sends $x$ to $-x$, and hence $(k_x,k_y)$ to $(-k_x,k_y)$. Time reversal changes the sign of both components. The product of the two sends $(k_x,k_y)$ to $(k_x,-k_y)$, leaves $K$ in place and changes $\phi$ to $-\phi$. The energy is even in $\phi$, and $\sin3\phi$ drops out. This gives Eq.~\eqref{eq:model}.

Time reversal alone relates the valleys: the energy at $-K+\mathbf q$ equals that at $K-\mathbf q$. Replacing $\mathbf q$ by $-\mathbf q$ adds $\pi$ to $\phi$, and $\cos(3\phi+3\pi)=-\cos3\phi$. The coefficient $C$ therefore has opposite signs in the two valleys, while $q^*$, which contains $|C|$, is the same.

\subsection*{The wavevector and its companions}

The ratio of the cubic amplitude to the isotropic energy is
\begin{equation}
R(q)=\frac{|C|q^3}{q^2/(2m)}=2m|C|\,q .
\label{eq:ratio}
\end{equation}
It is linear in $q$ because the two terms differ by one power. Setting $R=\eta$ gives
\begin{equation}
q_\eta=\frac{\eta}{2m|C|},
\label{eq:eta}
\end{equation}
and $\eta=1/10$ gives Eq.~\eqref{eq:main}. The kinetic energy at that point is
\begin{equation}
E^*=\frac{(q^*)^2}{2m}=\frac{1}{2m}\,\frac{1}{400\,m^2C^2}=\frac{1}{800\,m^3C^2}.
\end{equation}
At fixed $C$, doubling the mass halves $q^*$ but lowers $E^*$ eightfold: the wavevector is shorter, and the energy at a given wavevector is smaller as well.

The criterion uses the amplitude, reached where $\cos3\phi=\pm1$. If ten percent is to mean the full difference between the hardest and softest directions, $2|C|q^3$ replaces $|C|q^3$ and the wavevector is $q^*/2$.

For numbers in eV and \AA{} it is convenient to write the isotropic energy as $Bq^2$, where $B=\hbar^2/(2m)$ with $m$ in ordinary units. Then $R=|C|q/B$ and
\begin{equation}
q_\eta=\eta\,\frac{B}{|C|}.
\end{equation}

\subsection*{What ten percent means for shape, velocity and density}

Ten percent in energy is not ten percent in every other quantity. Consider the line of constant energy $Bq_0^2$, and let $x=q/q_0$, $r=|C|q_0/B$ and $c=\cos3\phi$. For $C>0$,
\begin{equation}
x^2+r\,c\,x^3=1 ;
\end{equation}
for $C<0$ the figure is turned by $60^\circ$. Insert $x=1+\alpha rc+\beta r^2c^2$ and keep terms up to $r^2$:
\begin{align}
x^2&=1+2\alpha rc+(\alpha^2+2\beta)r^2c^2,\\
rc\,x^3&=rc+3\alpha r^2c^2 .
\end{align}
The first order requires $2\alpha+1=0$, so $\alpha=-1/2$. The second requires $\alpha^2+2\beta+3\alpha=0$, so $\beta=5/8$. Hence
\begin{equation}
x=1-\frac r2\cos3\phi+\frac58r^2\cos^23\phi+\dots
\end{equation}
With $r=0.1$ the radius varies by about five percent either way. Solving the cubic equation numerically gives radii from $0.955$ to $1.058$ times $q_0$.

The enclosed area is $\pi q_0^2$ times the angular average of $x^2=1-rc+\tfrac32r^2c^2$. Since $c$ averages to zero and $c^2$ to one half, the area is larger than that of the circle by the fraction $3r^2/4$, or $0.75\%$ at $r=0.1$; the numerical contour gives $0.77\%$. At zero temperature the carrier density at a given Fermi energy is proportional to this area, so warping hardly affects it.

The velocity is more sensitive. Its radial component is
\begin{equation}
\frac{\partial\varepsilon}{\partial q}=\frac qm\left(1+3mCq\cos3\phi\right),
\end{equation}
and at $q^*$ the modulation has amplitude $3m|C|q^*=3/20$, or $15\%$. The derivative brings down a factor three from $q^3$ but two from $q^2$. This holds on the circle of fixed $q$. On the line of constant energy the radius changes in the opposite sense, and $(1-\tfrac12rc)(1+\tfrac32rc)\approx1+rc$ leaves a modulation of about $10\%$ at $r=0.1$. The transverse component, $q^{-1}\partial\varepsilon/\partial\phi=-3Cq^2\sin3\phi$, has the same amplitude, so the velocity can deviate from the direction of $\mathbf q$ by about $0.15$ rad.

The same expression shows where the cubic model breaks down by itself. In the soft direction the velocity vanishes at
\begin{equation}
q_{\rm turn}=\frac{1}{3m|C|}=\frac{20}{3}\,q^* ,
\end{equation}
beyond which the model energy falls without limit. The ten-percent point lies well inside this radius. That is necessary for the estimate to make sense, but it does not settle the accuracy, which depends on the omitted fourth and higher orders.

\subsection*{A lattice in which everything can be calculated}

To see how large $C$ is, and how good the estimate is, take a honeycomb lattice with one orbital per site, site energies $\pm\Delta/2$, nearest-neighbour hopping $t$ and lattice constant $a$. Its bands are $\pm\sqrt{\Delta^2/4+t^2|f|^2}$ with
\begin{equation}
|f|^2=3+2\sum_{j=1}^3\cos(\mathbf k\cdot\boldsymbol\delta_j).
\end{equation}
The vectors $\boldsymbol\delta_j$ have length $a$ and point at $0^\circ$, $120^\circ$ and $240^\circ$ from $x$. At $\mathbf K=(4\pi/3a,0)$ each phase has cosine $-1/2$ and sine $-\sqrt3/2$. With $x_j=\mathbf q\cdot\boldsymbol\delta_j$ the addition theorem gives
\begin{equation}
|f|^2=3-\sum_j\cos x_j+\sqrt3\sum_j\sin x_j .
\end{equation}
The sums needed are $\sum x_j=0$, $\sum x_j^2=\tfrac32a^2q^2$, $\sum x_j^3=\tfrac34a^3q^3\cos3\phi$ and $\sum x_j^4=\tfrac98a^4q^4$. They follow from writing powers of the cosine as multiple angles, since harmonics that are not multiples of three cancel among the three directions. Therefore
\begin{align}
|f|^2&=\frac12\sum_jx_j^2-\frac{\sqrt3}{6}\sum_jx_j^3-\frac1{24}\sum_jx_j^4+\dots\nonumber\\
&=\frac34a^2q^2\left[1-\frac{aq}{2\sqrt3}\cos3\phi-\frac{a^2q^2}{16}+\dots\right].
\label{eq:f}
\end{align}
Hole energies are counted down from the valence edge at $-\Delta/2$. Expanding the square root,
\begin{equation}
\varepsilon=\sqrt{\frac{\Delta^2}4+t^2|f|^2}-\frac\Delta2
=\frac{t^2|f|^2}{\Delta}-\frac{t^4|f|^4}{\Delta^3}+\dots
\label{eq:root}
\end{equation}
The second and third orders in $q$ come from the first term of this expansion:
\begin{equation}
B=\frac{3a^2t^2}{4\Delta},\qquad C=-\frac{\sqrt3\,a^3t^2}{8\Delta},\qquad
\frac{|C|}{B}=\frac{a}{2\sqrt3}.
\end{equation}
Gap and hopping cancel in the ratio, and
\begin{equation}
q^*_{\rm lat}=\frac{0.2\sqrt3}{a}\approx\frac{0.35}{a}.
\end{equation}
In this lattice a lighter mass comes with a proportionally larger $C$, so $q^*$ is set by the lattice constant. Equation~\eqref{eq:main} still holds, but $m$ and $C$ cannot be varied independently. In a real material several orbitals and longer hoppings contribute, and this cancellation need not occur. The lattice supplies an order of magnitude for $|C|$; its sign is not carried over.

\subsection*{The error of the leading-order estimate}

The next orders also follow from Eqs.~\eqref{eq:f} and \eqref{eq:root}. In the isotropic part, the second term of Eq.~\eqref{eq:root} contributes $-(Bq^2)^2/\Delta$, because $t^2|f|^2\approx\Delta Bq^2$. Together with the last term of Eq.~\eqref{eq:f}, the relative change is
\begin{equation}
-\left(\frac{Bq^2}{\Delta}+\frac{a^2q^2}{16}\right).
\label{eq:iso}
\end{equation}
In the $\cos3\phi$ part, squaring $|f|^2$ produces the cross term twice, which gives $-2Bq^2/\Delta$. The fifth-order term of the sine, with $\sum x_j^5=\tfrac{15}{16}a^5q^5\cos3\phi$ at this harmonic, gives $-a^2q^2/16$. The relative change is
\begin{equation}
-\left(\frac{2Bq^2}{\Delta}+\frac{a^2q^2}{16}\right).
\label{eq:cub}
\end{equation}
If a ratio is reduced from $2m|C|q$ by a small fraction $\gamma q^2$, it reaches $\eta$ at $q\approx q_\eta(1+\gamma q_\eta^2)$. Two references are possible. Against the parabolic energy $Bq^2$, $\gamma$ follows from Eq.~\eqref{eq:cub}. Against the full isotropic energy, Eq.~\eqref{eq:iso} is subtracted and $\gamma=B/\Delta$ remains.

For $a=3.3$ \AA, $\Delta=1.6$ eV and $t=1.366$ eV, which gives the mass $0.4$, one has $q^*_{\rm lat}=0.105$ \AA$^{-1}$ and $Bq^2\approx0.105$ eV there. The predicted shifts are $2(0.105)/1.6+0.0075\approx14\%$ and $0.105/1.6\approx6.6\%$. Diagonalizing the lattice Hamiltonian gives crossings at $0.124$ and $0.112$ \AA$^{-1}$, shifts of $18\%$ and $6.4\%$ relative to the formula. The remainder of the first shift is of higher order in $q$. When the gap is raised a hundredfold at fixed mass and lattice constant, the first shift falls to $0.9\%$, which identifies the finite gap as its main cause.

The finite gap also limits the use of Eq.~\eqref{eq:main} when $C$ is small. In a two-band picture one needs $B(q^*)^2\ll\Delta$. With $q^*=0.1B/|C|$ this reads
\begin{equation}
|C|\gg\frac{0.1\,B^{3/2}}{\sqrt\Delta}.
\label{eq:cond}
\end{equation}
If $C$ is too small, the formula returns a wavevector at which the band is no longer parabolic, and the number has no direct meaning.

\subsection*{Holes in a WSe$_2$-like channel}

Take $m=0.4$ and $|C|=8$ eV\,\AA$^3$, so that $B=9.525$ eV\,\AA$^2$. Then
\begin{equation}
q^*=\frac{0.1\times9.525}{8}\ \text{\AA}^{-1}=0.119\ \text{\AA}^{-1}=1.19\ \text{nm}^{-1}.
\end{equation}
In atomic units $|C|=1.984$, and $1/(20\times0.4\times1.984)=0.0630$ per bohr is the same length. It is about nine percent of the distance $\Gamma$--$K$. The kinetic energy is $9.525\times(0.1191)^2=0.135$ eV, and the warping amplitude is one tenth of it, $0.0135$ eV. Condition~\eqref{eq:cond} asks for $|C|$ well above $2.3$ eV\,\AA$^3$, which is met by a factor of about three.

At a density $n$ of $10^{13}$ cm$^{-2}$, with two valleys and one spin band in each, $n=2\,\pi k_F^2/(2\pi)^2$ gives $k_F=\sqrt{2\pi n}=0.079$ \AA$^{-1}$. The warping ratio there is $8\times0.0793/9.525=6.7\%$. The Fermi wavevector reaches $q^*$ at $(q^*)^2/(2\pi)=2.3\times10^{13}$ cm$^{-2}$. For a dilute gas at 300 K the mean kinetic energy in two dimensions is $k_BT=0.0259$ eV; the corresponding wavevector is $0.052$ \AA$^{-1}$ and the ratio is $4.4\%$.

At the example's density and 300 K some holes lie beyond $q^*$. For the constant density of states of a parabolic band, integrating the Fermi function above an energy $E$ gives a number proportional to $\ln(1+e^{(\mu-E)/k_BT})$, with $\mu$ the chemical potential. At $E=0$ this logarithm equals $E_F/k_BT=0.0598/0.0259=2.31$, where $E_F=Bk_F^2$, so $e^{\mu/k_BT}=e^{2.31}-1\approx9.1$. At $E^*$ it is $\ln(1+9.1\,e^{-5.2})\approx0.05$. In the parabolic band the fraction is about $2\%$ for these inputs; a band that flattens at higher energy, as in the lattice above, holds more carriers there and gives a larger fraction. The result changes strongly with $|C|$, because $E^*$ varies as $1/C^2$ and enters through an exponential.

\subsection*{How far to trust the number in a real device}

The mass, gap, lattice constant and $C$ used here are rough values for a WSe$_2$-like layer, and any error in $|C|$ enters $q^*$ inversely. With the mass held fixed, $|C|=6$ and $10$ eV\,\AA$^3$ give $q^*=0.159$ and $0.095$ \AA$^{-1}$. This range is illustrative and is not an error bar: $|C|$ depends strongly on the band model, and for $|C|$ near $3$ eV\,\AA$^3$ condition~\eqref{eq:cond} would no longer be met. The spread already exceeds the error of $6$ to $18\%$ found above, which belongs to the one-orbital lattice and need not carry over to a real band. The isotropic energy also departs from a parabola: in the lattice with the same mass it is lowered by $8\%$ at $0.119$ \AA$^{-1}$, nearly as much as the warping amplitude. A real band, with several orbitals and a smaller gap between states of equal spin, can depart from the parabola by more than this. A calculation that keeps warping for accuracy in energy should therefore keep the isotropic fourth-order term too. Other bands matter little here. With a rough spin splitting of $0.45$ eV, and a maximum at $\Gamma$ roughly $0.5$ eV below $K$ with mass 3, each holds about $10^{-7}$ of the holes.

Scattering, by disorder and at room temperature by phonons, limits what can be seen. A mobility of $100$ cm$^2$/Vs corresponds to a lifetime $m\mu_h/e=23$ fs, with $\mu_h$ the mobility and $m$ in ordinary units, and to a broadening $\hbar/\tau\approx0.029$ eV. This is a rough measure, since the transport lifetime need not equal the spectral one. It is comparable with the full warping spread at $q^*$, $2\times0.0135=0.027$ eV. The value of $q^*$ is not moved, but at this mobility the triangular shape would be blurred. The broadening scales as the inverse mobility, so at $1000$ cm$^2$/Vs it is about a tenth of the warping spread.

Warping also gives no preferred channel direction for the linear conductivity, provided that scattering keeps the threefold symmetry on average. The anisotropic part of a symmetric second-rank tensor has $l=\pm2$, which the rotation forbids. Uniaxial strain removes this protection and admits the harmonics $l=\pm1$ and $\pm2$; Eq.~\eqref{eq:model} is then incomplete. The values behind these estimates are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough typical values)
hole mass: 0.40 electron masses
warping coefficient |C|: 8.0 eV A^3
lattice constant: 3.3 A
gap: 1.6 eV
hole density: 1.0e+13 cm^-2
temperature: 300 K
mobility: 100 cm^2/Vs
spin splitting: 0.45 eV
Gamma offset: 0.50 eV
Gamma mass: 3.0 electron masses
MAIN ESTIMATE
B = hbar^2/(2m): 9.525 eV A^2
|C| in atomic units: 1.9840 hartree bohr^3
q* in atomic units: 0.0630 1/bohr
q*: 0.1191 1/A
q* converted: 1.191 1/nm
q* / |K|: 0.094
kinetic energy at q*: 0.1350 eV
warping amplitude at q*: 0.0135 eV
q* if |C| = 6 eV A^3: 0.1587 1/A
q* if |C| = 10 eV A^3: 0.0952 1/A
turning point of cubic model: 0.794 1/A
smallest contour radius / q*: 0.9554
largest contour radius / q*: 1.0575
contour area excess: 0.77 %
LATTICE CHECK
hopping for the same mass: 1.366 eV
lattice C: -9.074 eV A^3
lattice q* from formula: 0.1050 1/A
crossing, parabolic reference: 0.1237 1/A
its shift from formula: 17.9 %
crossing, full isotropic reference: 0.1117 1/A
its shift from formula: 6.4 %
parabolic-reference shift, gap x100: 0.90 %
DEVICE NUMBERS AND NEGLECTED EFFECTS
Fermi wavevector: 0.0793 1/A
Fermi energy at zero temperature: 0.0598 eV
warping ratio at Fermi wavevector: 6.7 %
density with Fermi wavevector q*: 2.26e+13 cm^-2
thermal energy: 0.0259 eV
thermal wavevector sqrt(kT/B): 0.0521 1/A
warping ratio there: 4.4 %
holes with energy above that at q*: 2.1 %
isotropic energy change at q*: -8.1 %
lower spin band / upper-band holes: 1.1e-07
Gamma holes / upper-band holes: 1.2e-07
mobility lifetime: 22.7 fs
lifetime broadening hbar/tau: 0.0289 eV
\end{verbatim}
